Comment on an argument for single-photon absorption by a free electron

**The argument under review**

The argument concerns an electron of energy 3.81 eV in light whose photons carry 11.43 eV. It makes two claims.

(a) In empty space the electron can take up one photon and continue with 15.24 eV. Energy is conserved, every positive energy is allowed, and the coupling to the light is proportional to x, which is large for an electron spread over a long distance.

(b) If a potential is present, the dipole matrix element is nonzero only where the potential exerts force. Any region with a force will therefore let the electron absorb.

Three questions decide the matter. Can energy and momentum balance together? What is the dipole element between continuum states? In what sense does it belong to the region of force?

**Claim (a): the momentum balance**

Let the electron have mass m, momentum p and energy E = √(m²c⁴ + c²p²). The photon has energy ħω and, in vacuum, momentum ħω/c, at an angle θ to p. Suppose that the photon disappears and nothing else is present. The electron must then take all the photon's momentum, which fixes its final energy E′:

E′² = m²c⁴ + c²[p² + 2p(ħω/c) cosθ + (ħω/c)²]
= E² + 2cpħω cosθ + (ħω)².

Energy conservation demands E′ = E + ħω. To see whether this holds, subtract the squares:

(E + ħω)² − E′² = 2ħω(E − cp cosθ).

The left side is a difference of squares. Dividing by E + ħω + E′ gives the energy left over,

D = E + ħω − E′ = 2ħω(E − cp cosθ)/(E + ħω + E′).

Since m > 0, E is larger than cp, so D is positive for every ω > 0 and every angle. The process is forbidden. Emission of one photon by a free electron is the same balance read backwards, and is forbidden too. If a second photon leaves, the balance has another term and this proof does not apply.

The electron gains most when the photon travels along its motion, cosθ = 1. For a slow electron of speed v = βc the gain is then approximately

E′ − E ≈ βħω + (ħω)²/(2mc²).

With β = 0.00386 the first term is 0.00386 × 11.43 eV = 0.0441 eV. The relativistic calculation gives 0.0443 eV. Of the photon's 11.43 eV, 11.39 eV has nowhere to go. Claim (a) counted the energy and forgot the momentum.

The author might reply with the nonrelativistic balance,

p²/2m + ħω = p²/2m + pħω cosθ/(mc) + (ħω)²/(2mc²).

Cancelling p²/2m and dividing by ħω, with β = p/(mc), leaves

ħω = 2mc²(1 − β cosθ).

This looks like an allowed photon energy. For our electron and cosθ = 1 it is 1018 keV. Such a photon would give the electron a kinetic energy comparable with mc², where p²/2m is no longer its kinetic energy. The relativistic balance at this photon energy leaves 388 keV over, so the root is an artefact.

**Claim (a): the size of x**

The photon's momentum is small here, and the dipole approximation drops it: the light becomes a uniform oscillating field. From now on the motion is along x, the field points along x, and the electron is nonrelativistic and without spin. With electron charge −e the perturbation is eE₀x cos ωt.

Does the large size of x now permit absorption? Integrals over continuum states need a definition, because the integrands do not decay. I insert the factor g(x) = exp(−η²x²) and let η → 0 after integrating. For two plane waves with wave numbers k and q, put κ = k − q. Then

∫ e^(iκx) g dx = (√π/η) exp(−κ²/4η²).

For κ ≠ 0 this tends to zero. A factor x in the integrand is produced by −i d/dκ, which multiplies the result by iκ/(2η²); the exponential still wins. So the dipole element between plane waves of different energy is zero, however far the waves extend. Contributions from different places cancel.

The equation of motion says the same. In the uniform field of a light pulse the momentum operator obeys dp/dt = −eE(t). The right side is a number, so the pulse shifts the whole momentum distribution by −e∫E dt. If the pulse has no net impulse, the distribution afterwards is the one before. The electron oscillates during the pulse and may end up displaced, but it keeps no momentum or energy from the light.

**Claim (b): how force enters**

Now let H = p²/2m + V(x), with a static, smooth V that falls off quickly (exponentially or faster) at large distance on both sides. Let ψ_i and ψ_f be eigenstates with E_f − E_i = ħω ≠ 0. Two commutators are needed:

[p, H] = [p, V] = −iħV′,
[x, H] = [x, p²]/2m = iħp/m.

Take matrix elements. If H may act to the left on ψ_f, each commutator gives a factor E_i − E_f = −ħω:

−ħω p_fi = −iħ⟨f|V′|i⟩, so p_fi = i⟨f|V′|i⟩/ω,
−ħω x_fi = iħp_fi/m, so x_fi = −ip_fi/(mω).

Inserting the first result into the second,

x_fi = ⟨f|V′|i⟩/(mω²).

Letting H act to the left requires integration by parts, and the factor g then leaves extra terms. With χ = xψ_i or pψ_i,

∫ gψ_f* Hχ dx = E_f ∫ gψ_f* χ dx − (ħ²/2m) ∫ (g″ψ_f* + 2g′ψ_f*′)χ dx.

Here g′ = −2η²xg and g″ = (−2η² + 4η⁴x²)g, so the last integral carries at least a factor η². Within the range of V it multiplies a finite integral and vanishes as η → 0. Outside, the waves are plane, and the remaining integrals have the form ∫ xⁿe^(iκx)g dx, where κ is a sum or difference of the two wave numbers and is not zero because the energies differ. Each integration by parts gives a factor 1/κ, a derivative of xⁿg, and an end term at the edge of the range of V that stays finite as η → 0. After n + 1 of them the integrand is η times a decaying function of ηx, whose integral is bounded. The factor η² therefore removes these terms as well, and the identity holds.

It does not depend on a special shape of V. For a Gaussian barrier V = 0.7(ħ²/ma²)exp(−x²/a²), wave numbers 1/a and 2/a, η = 0.002/a and states found by numerical integration, the length form gives |x_fi| = 0.48806 a² and the force form 0.48804 a², where a is the length unit of the model. A difference of this size is expected from the finite η: with g ≈ 1 − η²x², each half-line changes the length integral by an amount of the order of η²∫x³e^(iκx)dx = 6η²/κ⁴, weighted by the scattering amplitudes (for this barrier 3.8 and 6.2 η²a⁴ in size, 4.7 η²a⁴ ≈ 2 × 10⁻⁵ a² together), and for |κ| = 1/a the two, which partly cancel, give an error of at most about 12η²a⁴ ≈ 5 × 10⁻⁵ a².

What is right in claim (b) is now visible: if V′ = 0 everywhere, x_fi = 0. But x_fi is one number, belonging to a pair of states. It has no value "at" a place. What is confined to the region of force is the integrand of one of its forms.

The conclusion that any force will do is also wrong. Let the static force be uniform over all space, of strength f. (A uniform force confined to a finite region is a different case: it changes at the edges of the region, and the element is then in general not zero.) Then V′ = −f is a constant, and ⟨f|V′|i⟩ is proportional to the overlap of two states of different energy, which is zero. The previous proof assumed that V vanishes far away, so a separate argument is needed here. The equation of motion supplies it:

dp/dt = f − eE(t).

Both terms are numbers. After a time T, and a pulse without net impulse, the momentum distribution has moved by fT, as it would have done in the dark. The energy also contains −fx. Since dx/dt = p/m, the pulse shifts x by the number Δx = (1/m)∫I dt, where I(t) is the impulse −e∫E dt delivered up to time t, and so changes the energy by −fΔx. This is the zero-frequency part of I; it is not a quantum ħω, and it vanishes for a pulse whose impulse averages to zero. For a Hamiltonian p²/2m + V(x), absorption at nonzero ω needs a force that varies in space. Forces that depend on velocity lie outside this statement: in a uniform magnetic field an electron absorbs at the cyclotron frequency. Even then a particular matrix element may vanish, for instance between two states of equal parity in a symmetric well, where V′ is odd.

**A well that can be solved**

A definite case shows how much is absorbed. Take

V = −(ħ²/ma²) sech²(x/a),

and use units with ħ = m = a = 1. Write τ = tanh x and s = sech²x = 1 − τ², so that τ′ = s and s′ = −2τs. Try u = (k + iτ)e^(ikx). Differentiating twice,

u′ = [is + ik(k + iτ)]e^(ikx),
u″ = [−2iτs − ks + ik(is + ik² − kτ)]e^(ikx)
= −(2s + k²)(k + iτ)e^(ikx).

Hence −u″/2 − su = (k²/2)u, which is the Schrödinger equation with energy k²/2. Far away τ → ±1 and |u| → √(1 + k²), so the state of unit amplitude is

ψ_k = (k + iτ)e^(ikx)/√(1 + k²).

It contains no wave e^(−ikx) on either side: this well does not reflect. One might guess that it cannot help absorption either. The matrix element decides.

The gradient is V′ = 2τs. With N = √((1 + k²)(1 + q²)) and κ = k − q, the product of the states contains

(q − iτ)(k + iτ) = qk − iκτ + τ².

Defining A_n = ∫ τⁿs e^(iκx) dx, we have

⟨q|V′|k⟩ = (2/N)(qkA₁ − iκA₂ + A₃).

The A_n follow from ∫ h′e^(iκx) dx = −iκ ∫ he^(iκx) dx, valid for any h that vanishes at both ends:

h = s, h′ = −2τs: A₁ = iκA₀/2.
h = τs, h′ = s − 3τ²s: A₀ − 3A₂ = −iκA₁ = κ²A₀/2, so A₂ = (2 − κ²)A₀/6.
h = τ²s, h′ = 2τs − 4τ³s: 2A₁ − 4A₃ = −iκA₂, so A₃ = A₁/2 + iκA₂/4 = iκ(8 − κ²)A₀/24.

The bracket becomes

iκA₀[qk/2 − (2 − κ²)/6 + (8 − κ²)/24] = iκA₀(qk/2 + κ²/8).

Since 4qk + (k − q)² = (k + q)²,

⟨q|V′|k⟩ = iκA₀(k + q)²/(4N).

For A₀, integrate s e^(iκx) around the rectangle between the real axis and the line Im x = π. On the upper line s repeats its values and the exponential gains e^(−πκ), so the contour integral is A₀(1 − e^(−πκ)). Inside lies the point iπ/2. With x = iπ/2 + z, s = −1/sinh²z = −1/z² + 1/3 + …, and the exponential is e^(−πκ/2)(1 + iκz + …). The residue is −iκe^(−πκ/2), and 2πi times it is 2πκe^(−πκ/2). Therefore

A₀ = 2πκe^(−πκ/2)/(1 − e^(−πκ)) = πκ/sinh(πκ/2).

Finally ω = (q² − k²)/2 gives κ²(k + q)² = 4ω². The factor ω² cancels in x_qk = ⟨q|V′|k⟩/ω²:

x_qk = −iπ/[N sinh(π(q − k)/2)].

This is not zero. Absence of reflection is not absence of force. For a large change of wave number the element falls as exp(−π|q − k|/2)/N, because a force that is smooth over the length a has only weak Fourier components at much shorter wavelengths.

**Where the integral comes from**

Take a = 0.1 nm. The well depth is then ħ²/(ma²) = 7.620 eV. The energies in the argument correspond to k = 1 and |q| = 2, with ω = (4 − 1)/2 = 1.5. For an electron that continues forward, q = 2,

x_fi = −iπ/[√10 sinh(π/2)] = −0.4317i a².

For one that is thrown backward, q = −2, it is +0.01785i a². The unit is a² because the waves have unit amplitude and no normalization length.

Cut the forward force integral at |x| = 1, 2, 3 and 5 a. The imaginary part is −0.144, −0.386, −0.4317 and −0.4318 a². The close agreement at 3 a is an accident of the phase. Beyond a cut at |x| = R (in units of a), V′ ≈ ±8e^(−2|x|) and the product of the states is (3 ± i)e^(−ix)/√10. The two omitted tails are minus complex conjugates of each other and together add 2i Im[8(3 + i)e^(−(2 + i)R)/(√10(2 + i))]/ω² ≈ −3.2i e^(−2R) sin(R + 0.142). At R = 3 the sine happens to be almost zero, while the envelope is about 0.008 a²; at R = 5 the envelope is about 0.00014 a². The integral converges exponentially and comes from the few widths where the force acts. Cut the length integral sharply at 20, 22 and 24 a, and it is 25.1, −42.9 and 7.1 a². Far from the well its integrand is an oscillation whose amplitude grows as |x|, so a sharp cut leaves an end term that grows with the cut. With the smooth factor g the same integral gives −0.4317 a². The two integrands look entirely different and have the same integral. Neither is a map of where the photon is absorbed.

**How much is absorbed**

The part of the perturbation that raises the energy is (eE₀x/2)e^(−iωt). Put the electron in a long length L. The states then carry factors 1/√L, and the matrix element is eE₀x_fi/(2L). Final states moving in one direction have density L/(2πħv_f) in energy, because dE = ħv_f dk. To first order in E₀ the golden rule gives the rate

Γ = (2π/ħ)(eE₀/2)²(|x_fi|²/L²) · L/(2πħv_f) = (eE₀/2ħ)²|x_fi|²/(Lv_f).

The electron passes the well v_i/L times per unit time. The probability per passage is the ratio of the two rates,

P = (eE₀/2ħ)²|x_fi|²/(v_i v_f).

L has dropped out, as it must for a process that happens at the well. Because there is no reflection, ψ_q moves in one direction on both sides, and the choice of final state is unambiguous.

In model units P = (F/2)²|x_fi|²/(k|q|), where F is eE₀a divided by the well depth. A field of 4.0 V/nm, which is very intense light, gives F = 0.40 eV/7.620 eV = 0.0525. Then

forward: P = (0.0525/2)² × 0.4317²/2 = 6.4 × 10⁻⁵,
backward: P = (0.0525/2)² × 0.01785²/2 = 1.1 × 10⁻⁷.

For small ω and forward motion, q − k ≈ ω/k and |x_fi| ≈ 2k/[(1 + k²)ω], so P ≈ F²/[ω²(1 + k²)²]. At fixed field this grows without limit as ω → 0, but it is not the net uptake of energy. For ω < k²/2 stimulated emission is also open, with the same leading probability. To the next order the absorption probability carries a factor 1 − 2ω/(1 + k²) and the emission probability a factor 1 + 2ω/(1 + k²), so in this well emission wins, and the mean energy change per passage tends to −4F²/(1 + k²)³. In the example above, ω = 1.5 exceeds k²/2 and emission into the continuum is closed. The first-order result can hold only while P is much less than 1.

The momentum account also closes. In the forward case the electron's wave number rises from 10 to 20 nm⁻¹. The photon's is 0.058 nm⁻¹. Whatever the photon's direction, something else must supply at least 9.94 nm⁻¹. Here the field lies along x, so the photon travels at right angles to x, and the well supplies the full 10 nm⁻¹ along x. The well is held fixed in this model; it takes the recoil and no energy.

**A check that uses no matrix element**

Wave packets were propagated numerically through one and the same light pulse, switched on and off while the packet was far from the well. Without any force, the probability of finding the electron beyond 1.5/a in wave number, in either direction, was 5 × 10⁻²⁸, which is rounding error. With the well, a forward group appeared with probability 6.42 × 10⁻⁵ and mean energy 15.24 eV, one photon above the start. The formula, averaged over the packet's wave numbers, gives 6.42 × 10⁻⁵. The backward group had 1.11 × 10⁻⁷, against 1.12 × 10⁻⁷ from the formula; halving the grid spacing and the time step raises it by about 0.4 %, to 1.12 × 10⁻⁷. In a uniform static force the mean wave number became 2.200/a, the value expected without light, and the distribution about it was unchanged to rounding error.

**Recommendation**

Claim (a) should be withdrawn. Claim (b) can stand if it is reworded: for a static potential that falls off quickly at large distance, the dipole element between continuum states of different energy equals the matrix element of the potential gradient divided by mω². It vanishes if there is no force, and the presence of a force does not by itself guarantee that it is nonzero.

Computed values

```
well width a = 0.10 nm
well depth = 7.620 eV
light field amplitude = 4.0 V/nm
light intensity = 2.12e+16 W/m^2
initial electron energy = 3.810 eV
final electron energy = 15.240 eV
photon energy = 11.430 eV
initial speed = 1.158e+06 m/s
final speed = 2.315e+06 m/s
initial speed / c = 0.00386
free electron: energy left over = 11.386 eV
free electron: energy it could take = 0.0443 eV
spurious nonrelativistic root = 1018.1 keV
left over at that root = 388.2 keV
initial wave number = 10.00 1/nm
final wave number = 20.00 1/nm
photon wave number = 0.0579 1/nm
wave number supplied by well, forward = 9.942 1/nm
photon frequency, model units = 1.50
force amplitude F, model units = 0.05249
Imaginary parts of x_fi, units a^2:
  forward, closed form = -0.43169
  forward, length form = -0.43171
  forward, velocity form = -0.43170
  forward, force form = -0.43169
  backward, closed form = 0.01785
  backward, length form = 0.01785
  backward, velocity form = 0.01785
  backward, force form = 0.01785
force form cut at 1 a = -0.14378 a^2
force form cut at 2 a = -0.38550 a^2
force form cut at 3 a = -0.43171 a^2
force form cut at 5 a = -0.43183 a^2
length form cut at 20 a = 25.12 a^2
length form cut at 22 a = -42.90 a^2
length form cut at 24 a = 7.12 a^2
Gaussian barrier height, model units = 0.70
barrier |x_fi|, length form = 0.48806 a^2
barrier |x_fi|, force form = 0.48804 a^2
absorption probability, forward = 6.419e-05
absorption probability, backward = 1.098e-07
packet-averaged prediction, forward = 6.420e-05
packet-averaged prediction, backward = 1.116e-07
wave packet in well, forward = 6.424e-05
wave packet in well, backward = 1.114e-07
forward sideband mean energy = 15.24 eV
wave packet without force, sidebands = 5e-28
uniform force, model units = 0.005
uniform force: expected mean k = 2.200 1/a
uniform force with light: mean k = 2.200 1/a
largest change of its k distribution = 1e-15
```
